# Vacuum work functions for band-edge gates on a pinning dielectric: verification in Python

```python
# Result under test: a metal of vacuum work function W on a dielectric has
#   F = C + S*(W - C),   so a target T needs   W = C + (T - C)/S.
# F: effective work function at flat band; C: depth of the charge neutrality
# level below vacuum; S = 1/(1 + 4 pi D d/k) in atomic units, where D is the
# interface-state density (per area and energy), d the distance of the states
# from the metal and k the relative permittivity of the layer between them.
# The independent road counts occupied states and solves Poisson's equation.
import numpy as np
from scipy import constants as const
from scipy.optimize import brentq
from scipy.special import expit

S, C = 0.53, 4.5                       # given pinning factor, depth in eV
targets = {"n": 4.05, "p": 5.17}       # silicon band edges in eV
k_layer, k_static = 4.0, 20.0          # rough, hafnium-oxide-like
d = 0.25                               # dipole length in nm, rough
temperature = 300.0                    # K
hartree = const.physical_constants["Hartree energy in eV"][0]
bohr = const.physical_constants["Bohr radius"][0] * 1e9       # nm
kT = const.k * temperature / const.e                         # eV
coulomb = const.e / const.epsilon_0 * 1e9                    # V nm

# State density from S by the atomic-unit formula, then in 1/(eV nm^2)
D_atomic = (1 / S - 1) * k_layer / (4 * np.pi * d / bohr)
D = D_atomic / (hartree * bohr**2)


def effective(W, pinning=S, depth=C):
    return depth + pinning * (W - depth)


def required(T, pinning=S, depth=C):
    return depth + (T - depth) / pinning


# Grid for Poisson's equation: metal at node 0, zero field at the far end
step = 0.05
cells = 40
sheet_node = round(d / step)
middles = (np.arange(cells) + 0.5) * step
k_cell = np.where(middles < d, k_layer, k_static)
matrix = np.zeros((cells, cells))
for i in range(cells):
    matrix[i, i] += k_cell[i] / step
    if i > 0:
        matrix[i, i - 1] -= k_cell[i] / step
    if i < cells - 1:
        matrix[i, i] += k_cell[i + 1] / step
        matrix[i, i + 1] -= k_cell[i + 1] / step
inverse = np.linalg.inv(matrix)

# Interface-state energies measured from the neutrality level
dE = 0.002
energies = (np.arange(-2500, 2500) + 0.5) * dE


def solve_interface(W, density=D, curve=0.0, charge=0.0, depth_nm=1.0):
    """Self-consistent far vacuum level above the Fermi level, in eV."""
    states = density * (1 + curve * energies**2) * dE
    neutral = energies < 0

    def potential(level):
        filled = expit(-(level - C + energies) / kT)
        electrons = np.sum(states * (filled - neutral))
        source = np.zeros(cells)
        source[sheet_node - 1] += coulomb * electrons
        source[round(depth_nm / step) - 1] -= coulomb * charge
        source[0] += k_cell[0] / step * W
        return inverse @ source

    level = brentq(lambda x: potential(x)[sheet_node - 1] - x,
                   0.5, 9.5, xtol=1e-12)
    return potential(level)[-1]


def search_metal(T, **options):
    return brentq(lambda W: solve_interface(W, **options) - T,
                  2.0, 8.0, xtol=1e-10)


# Linear law, its slope and its two limits
for W in (3.2, 4.0, 4.5, 5.2, 6.0):
    assert abs(solve_interface(W) - effective(W)) < 1e-6
slope = (solve_interface(5.2) - solve_interface(4.3)) / 0.9
assert abs(slope - S) < 1e-6
assert abs(solve_interface(5.2, density=0.0) - 5.2) < 1e-9
assert abs(solve_interface(5.2, density=1e4 * D) - C) < 1e-3

print(f"pinning factor S: {S:.2f}")
print(f"neutrality depth C: {C:.2f} eV")
print(f"layer permittivity (rough): {k_layer:.0f}")
print(f"static permittivity (rough): {k_static:.0f}")
print(f"dipole length (rough): {d:.2f} nm")
print(f"state density from S: {D * 1e14:.2e} 1/(eV cm2)")
print(f"slope from Poisson solution: {slope:.4f}")
print(f"stretch factor 1/S: {1 / S:.3f}")

allowed = 0.10                          # chosen allowed miss in eV
needed = {}
for side, T in targets.items():
    needed[side] = required(T)
    numerical = search_metal(T)
    assert abs(numerical - needed[side]) < 1e-6
    field = abs(T - needed[side]) / d * 10
    print(f"{side}: target {T:.2f} eV, T - C = {T - C:+.2f} eV")
    print(f"{side}: needed W = {needed[side]:.3f} eV"
          f" = {needed[side] / hartree:.4f} hartree")
    print(f"{side}: needed W by Poisson search: {numerical:.3f} eV")
    print(f"{side}: dipole step F - W: {T - needed[side]:+.3f} eV")
    print(f"{side}: field in dipole layer: {field:.0f} MV/cm")
print(f"target separation: {targets['p'] - targets['n']:.2f} eV")
print(f"needed metal separation: {needed['p'] - needed['n']:.3f} eV")

# Limits for an allowed miss, checked with the Poisson solution
limit_n = needed["n"] + allowed / S
limit_p = needed["p"] - allowed / S
assert abs(solve_interface(limit_n) - targets["n"] - allowed) < 1e-6
assert abs(targets["p"] - solve_interface(limit_p) - allowed) < 1e-6
print(f"allowed miss in F (chosen): {allowed:.2f} eV")
print(f"n metal qualifies for W up to {limit_n:.2f} eV")
print(f"p metal qualifies for W from {limit_p:.2f} eV")

# Rough work functions in eV: ordinary value and most favourable face
candidates = [("Ta ordinary", "n", 4.3), ("Ta best face", "n", 4.0),
              ("Pd ordinary", "p", 5.2), ("Pd best face", "p", 5.6)]
for name, side, W in candidates:
    sign = 1 if side == "n" else -1
    F = solve_interface(W)
    miss = sign * (F - targets[side])
    free_miss = sign * (W - targets[side])
    assert miss > 0                     # no candidate overshoots when pinned
    by_limit = W <= limit_n if side == "n" else W >= limit_p
    assert by_limit == (miss <= allowed)
    verdict = "yes" if miss <= allowed else "no"
    free = "yes" if free_miss <= allowed else "no"
    print(f"{name}: rough W {W:.1f} eV, F {F:.2f} eV,"
          f" short by {miss:.2f} eV")
    print(f"{name}: qualifies {verdict}; if S = 1: {free}")

# Sensitivity to the two given parameters, against finite differences
dS, dC = 0.05, 0.20                     # chosen uncertainties
for side, T in targets.items():
    h = 1e-4
    slope_S = (required(T, S + h) - required(T, S - h)) / (2 * h)
    slope_C = (required(T, S, C + h) - required(T, S, C - h)) / (2 * h)
    assert abs(slope_S + (T - C) / S**2) < 1e-5
    assert abs(slope_C - (1 - 1 / S)) < 1e-7
    low, high = required(T, S + dS), required(T, S - dS)
    print(f"{side}: W for S = {S + dS:.2f} and {S - dS:.2f}:"
          f" {low:.2f} and {high:.2f} eV")
    print(f"{side}: change of W for C + {dC:.2f} eV:"
          f" {required(T, S, C + dC) - needed[side]:+.2f} eV")

# State density rising away from the neutrality level
E1 = 2.0                                # chosen energy scale in eV
print(f"energy scale E1 of rising density: {E1:.1f} eV")
for side, T in targets.items():
    extra = search_metal(T, curve=1 / E1**2) - needed[side]
    cubic = (1 / S - 1) * (T - C)**3 / (3 * E1**2)
    # the cubic term is the cold limit; thermal smearing adds under 0.5 meV
    assert abs(extra - cubic) < 5e-4
    print(f"{side}: change of W from rising density: {extra:+.3f} eV")

# Silicon gap at a warm operating temperature, all put on one edge
hot = 358.0                             # K
narrowing = 3e-4 * (hot - temperature)  # rough coefficient in eV/K
print(f"gap narrowing, {temperature:.0f} to {hot:.0f} K (rough):"
      f" {narrowing:.3f} eV")
print(f"bound on its change of W: {narrowing / S:.3f} eV")

# Doubly positive oxygen vacancies inside the dielectric
vacancies, b = 0.10, 1.0                # 1/nm^2 and nm, chosen
Q = 2 * vacancies
shift = -coulomb * Q * (S * d / k_layer + (b - d) / k_static)
for W in needed.values():
    change = solve_interface(W, charge=Q, depth_nm=b) - effective(W)
    assert abs(change - shift) < 1e-6
W_p_vacancy = search_metal(targets["p"], charge=Q, depth_nm=b)
W_n_vacancy = search_metal(targets["n"], charge=Q, depth_nm=b)
print(f"vacancies: {vacancies * 1e14:.0e} 1/cm2 at {b:.1f} nm, charge +2")
print(f"vacancy shift of F: {change:+.2f} eV")
print(f"needed W with vacancies: n {W_n_vacancy:.2f} eV,"
      f" p {W_p_vacancy:.2f} eV")
print("tests ok")
```

Output:

```
pinning factor S: 0.53
neutrality depth C: 4.50 eV
layer permittivity (rough): 4
static permittivity (rough): 20
dipole length (rough): 0.25 nm
state density from S: 7.84e+13 1/(eV cm2)
slope from Poisson solution: 0.5300
stretch factor 1/S: 1.887
n: target 4.05 eV, T - C = -0.45 eV
n: needed W = 3.651 eV = 0.1342 hartree
n: needed W by Poisson search: 3.651 eV
n: dipole step F - W: +0.399 eV
n: field in dipole layer: 16 MV/cm
p: target 5.17 eV, T - C = +0.67 eV
p: needed W = 5.764 eV = 0.2118 hartree
p: needed W by Poisson search: 5.764 eV
p: dipole step F - W: -0.594 eV
p: field in dipole layer: 24 MV/cm
target separation: 1.12 eV
needed metal separation: 2.113 eV
allowed miss in F (chosen): 0.10 eV
n metal qualifies for W up to 3.84 eV
p metal qualifies for W from 5.58 eV
Ta ordinary: rough W 4.3 eV, F 4.39 eV, short by 0.34 eV
Ta ordinary: qualifies no; if S = 1: no
Ta best face: rough W 4.0 eV, F 4.23 eV, short by 0.18 eV
Ta best face: qualifies no; if S = 1: yes
Pd ordinary: rough W 5.2 eV, F 4.87 eV, short by 0.30 eV
Pd ordinary: qualifies no; if S = 1: yes
Pd best face: rough W 5.6 eV, F 5.08 eV, short by 0.09 eV
Pd best face: qualifies yes; if S = 1: yes
n: W for S = 0.58 and 0.48: 3.72 and 3.56 eV
n: change of W for C + 0.20 eV: -0.18 eV
p: W for S = 0.58 and 0.48: 5.66 and 5.90 eV
p: change of W for C + 0.20 eV: -0.18 eV
energy scale E1 of rising density: 2.0 eV
n: change of W from rising density: -0.007 eV
p: change of W from rising density: +0.023 eV
gap narrowing, 300 to 358 K (rough): 0.017 eV
bound on its change of W: 0.033 eV
vacancies: 1e+13 1/cm2 at 1.0 nm, charge +2
vacancy shift of F: -0.26 eV
needed W with vacancies: n 4.13 eV, p 6.25 eV
tests ok
```
